# Buckling stress of a compressed film over a debonded strip

## Scaling of the threshold

A film of thickness $h$ is held under compression by a thick substrate. Over a long strip $|x|<b$ it has lost its bond. We seek the compressive stress $\sigma$ at which the free part can leave the plane.

Bending to a curvature $\kappa$ strains the material by about $h\kappa$, so the bending energy per area scales as $Eh(h\kappa)^2$. It is described by a stiffness $D\propto Eh^3$, which has the dimension of energy. The load is the force per length $\sigma h$. For a thin plate with small slopes that bends only across the strip, the threshold can involve only $D$, $\sigma h$ and $b$, which form one dimensionless group:

$$
\frac{\sigma_c h b^2}{D}=C,\qquad \sigma_c\propto E\left(\frac hb\right)^2 . \tag{1}
$$

An initially flat, unpressurized film has the same energy for deflections $w$ and $-w$. Its energy has no term linear in $w$, so the flat state remains an equilibrium and loses stability at a definite load. It remains to find $D$ and the number $C$.

## Plate model and bending stiffness

The film is linear elastic and isotropic, with Young modulus $E$ and Poisson ratio $\nu$. The substrate is rigid, and the bonded film clamps the strip at both edges. We take $h\ll b$ and small slopes, and at first let the deflection $w(x)$ be uniform along $y$. There is no adhesion or contact force under the strip. Compression is counted positive in $\sigma$.

Let $z$ be the height above the midplane. Bending adds the strain $\varepsilon_{xx}=-zw''$. The long strip cannot change its length, so the added $\varepsilon_{yy}$ is zero, and its free surfaces give $\sigma_{zz}=0$. Hooke's law for the added stresses is

$$
E\varepsilon_{xx}=\sigma_{xx}-\nu\sigma_{yy},\qquad
0=\sigma_{yy}-\nu\sigma_{xx}.
$$

The second relation gives $\sigma_{yy}=\nu\sigma_{xx}$. Inserting this in the first yields

$$
\sigma_{xx}=\bar E\varepsilon_{xx},\qquad \bar E=\frac{E}{1-\nu^2}. \tag{2}
$$

The moment per length is therefore

$$
M=-\int_{-h/2}^{h/2}z\sigma_{xx}\,dz
=\bar Ew''\int_{-h/2}^{h/2}z^2dz=Dw'',
\qquad D=\frac{Eh^3}{12(1-\nu^2)}. \tag{3}
$$

## Energy of a deflected strip

Let $u(x)$ be the in-plane displacement from the compressed flat state. To leading order in the slope, the midplane strain changes by $e=u'+w'^2/2$. At height $z$ the added strain is $e-zw''$, and the elastic energy density changes by

$$
-\sigma(e-zw'')+\tfrac12\bar E(e-zw'')^2 .
$$

The first term is the work done against the initial stress $-\sigma$. The initial stress along $y$ contributes nothing, because $\varepsilon_{yy}$ does not change. Integration over $z$ removes the terms linear in $z$. The energy change per length of strip is

$$
U=\int_{-b}^{b}\left[\frac D2w''^2+\frac{\bar Eh}{2}e^2-\sigma he\right]dx, \tag{4}
$$

with $u=w=w'=0$ at $x=\pm b$. The clamped edges do not move, so no external work is added.

First minimize over $u$. Since $u$ vanishes at both edges,

$$
\int_{-b}^{b}e\,dx=\frac J2,\qquad J=\int_{-b}^{b}w'^2dx .
$$

For a fixed integral of $e$, the integral of $e^2$ is least when $e$ is uniform, $e=J/(4b)$. The choice $u'=J/(4b)-w'^2/2$ achieves this and respects the edge conditions. Thus

$$
U=\frac D2\int_{-b}^{b}w''^2dx-\frac{\sigma h}{2}J+\frac{\bar Eh}{16b}J^2 . \tag{5}
$$

Deflection costs bending energy but gives the film extra length in which to relax. The last term is of fourth order in $w$ and does not affect the onset.

## The buckling load

At onset the quadratic part of (5) is stationary. For a variation $\eta$ with $\eta=\eta'=0$ at the edges,

$$
0=\int_{-b}^{b}(Dw''\eta''-\sigma hw'\eta')dx
=\int_{-b}^{b}(Dw''''+\sigma hw'')\eta\,dx .
$$

The boundary terms vanish in the integrations by parts. Since $\eta$ is arbitrary,

$$
w''''+q^2w''=0,\qquad q^2=\frac{\sigma h}{D}. \tag{6}
$$

The solutions separate into even and odd functions. An even solution is $w=A+B\cos qx$. Zero slope at $b$ requires $\sin qb=0$, so $qb=\pi,2\pi,\ldots$, while zero deflection fixes $A=-B\cos qb$.

An odd solution is $w=Fx+H\sin qx$. The two edge conditions are

$$
Fb+H\sin qb=0,\qquad F+Hq\cos qb=0,
$$

which combine to $\tan qb=qb$. This has no root for $0<qb\le\pi$: below $\pi/2$ the tangent exceeds its argument, and from $\pi/2$ to $\pi$ it is negative or zero. Its first positive root is $qb=4.4934$. The lowest mode is therefore even, with $qb=\pi$:

$$
w=\frac\delta2\left(1+\cos\frac{\pi x}{b}\right), \tag{7}
$$

where $\delta$ is the central height. From (6), $\sigma_ch=\pi^2D/b^2$, and (3) gives

$$
\boxed{\sigma_c=\frac{\pi^2Eh^2}{12(1-\nu^2)b^2}}. \tag{8}
$$

So $C=\pi^2$. In terms of the full width $2b$, the load is $4\pi^2D/(2b)^2$.

Stability follows from an inequality. The function $g=w'$ vanishes at both edges and has zero mean, because $w$ is equal at the edges. Continued with period $2b$, it has a Fourier series whose smallest wavenumber is $\pi/b$. Hence

$$
\int_{-b}^{b}w''^2dx\ge\frac{\pi^2}{b^2}\int_{-b}^{b}w'^2dx, \tag{9}
$$

with equality for (7). Equation (5) now gives

$$
U\ge\frac{(\sigma_c-\sigma)h}{2}J+\frac{\bar Eh}{16b}J^2 . \tag{10}
$$

For $\sigma\le\sigma_c$ each deflection $w(x)$ raises the energy. Above $\sigma_c$, a small deflection of form (7) lowers it.

## Deflections that vary along the strip

A film may also carry compression $r\sigma$ along $y$. To see whether another mode comes first, put $w=f(x)\cos ky$. The bending energy density is

$$
\frac D2\left[(w_{xx}+w_{yy})^2-2(1-\nu)(w_{xx}w_{yy}-w_{xy}^2)\right].
$$

Averaged over $y$, the last bracket is $-(k^2/2)(ff''+f'^2)=-(k^2/2)(ff')'$, which integrates to zero between clamped edges. In the first term, $-2k^2\int ff''dx=2k^2\int f'^2dx$. Equating bending energy to the work released by both stresses gives the threshold as the minimum over $f$ of

$$
\frac{\sigma h}{D}=
\frac{\int(f''^2+2k^2f'^2+k^4f^2)\,dx}{\int(f'^2+rk^2f^2)\,dx}. \tag{11}
$$

Subtract $\pi^2/b^2$ times the denominator from the numerator. By (9), the terms without $k$ are not negative. A sine series on a width $2b$ also gives $\int f'^2dx\ge(\pi/2b)^2\int f^2dx$. The terms in $k^2$ are then at least

$$
\frac{\pi^2k^2}{b^2}\left(\frac12-r\right)\int f^2dx .
$$

Thus for $r\le1/2$ no mode varying along the strip precedes (8). This covers $r=\nu$, the case of a film compressed along $x$ with its strain along $y$ held at zero.

For larger $r$, insert $f=1+\cos(\pi x/b)$, for which

$$
\int f''^2dx=\frac{\pi^4}{b^3},\qquad
\int f'^2dx=\frac{\pi^2}{b},\qquad
\int f^2dx=3b .
$$

The quotient is stationary at this $f$ when $k=0$, so a change of shape does not affect the first order in $k^2$:

$$
\frac{\sigma}{\sigma_c}=1+\frac{(2-3r)(kb)^2}{\pi^2}+O\big((kb)^4\big). \tag{12}
$$

For $r>2/3$ the work of the stress along $y$ outweighs the added bending cost, and a long strip has a lower threshold at nonzero $k$. Between $1/2$ and $2/3$ the evidence is numerical. A polynomial calculation at $r=0.65$, with 120 values of $kb$ from 0.05 to 6, found no threshold below $\sigma_c$.

A misfit strain that is equal in all in-plane directions puts an isotropic film under equal biaxial compression, $r=1$. Stationarity of (11) then gives

$$
\left(\frac{d^2}{dx^2}-k^2\right)\left(\frac{d^2}{dx^2}+q^2\right)f=0,\qquad
q^2=\frac{\sigma h}{D}-k^2 .
$$

For $f=A\cosh kx+B\cos qx$, the edge conditions are

$$
A\cosh kb+B\cos qb=0,\qquad Ak\sinh kb-Bq\sin qb=0 .
$$

Eliminating $A$ yields

$$
q\tan qb=-k\tanh kb. \tag{13}
$$

Minimizing $q^2+k^2$ numerically over $k$ gives $\sigma=0.939\,\sigma_c$ at $kb=1.20$. Equation (8) is then the threshold of the straight mode, about 6% above the first threshold of a long free strip.

This corrugated mode moves down as well as up, so it needs a gap. If the film lies directly on the substrate, deflections must satisfy $w\ge0$. That restriction cannot lower the threshold, while the straight mode (7), taken upward, remains allowed. The onset then lies between $0.939\,\sigma_c$ and $\sigma_c$. The upper bound can be lowered with the allowed shape $w=f(x)(1+\cos ky)$, $f=1+\cos(\pi x/b)$. Averaging both energies over $y$ and using the three integrals above gives $\sigma/\sigma_c=(1+2t/3+t^2)/(1+t)$ with $t=(kb/\pi)^2$, which is least at $t=2/\sqrt3-1$, where it equals 0.976. Under equal biaxial stress the onset is thus below (8) with or without a gap.

## Height and driving force of a straight buckle

Above $\sigma_c$, keep $w$ uniform along $y$. At given $J$, shape (7) minimizes the bending energy, and (10) becomes an equality. Setting $dU/dJ=0$ gives

$$
J=\frac{4b(\sigma-\sigma_c)}{\bar E}.
$$

From (7), $J=\pi^2\delta^2/(4b)$, so $\delta^2=16b^2(\sigma-\sigma_c)/(\pi^2\bar E)$. Equation (8) lets us replace $b^2/\bar E$ by $\pi^2h^2/(12\sigma_c)$:

$$
\delta=h\sqrt{\frac43\left(\frac{\sigma}{\sigma_c}-1\right)}. \tag{14}
$$

The uniform strain is $e=J/(4b)=(\sigma-\sigma_c)/\bar E$. The remaining membrane compression is $\sigma-\bar Ee=\sigma_c$: within this family, the buckle relaxes the excess above the threshold.

Substituting $J$ into the energy gives

$$
U=-\frac{bh(\sigma-\sigma_c)^2}{\bar E}. \tag{15}
$$

Let both edges advance by $db$ while the stress $\sigma$ of the bonded film stays fixed. Since $d\sigma_c/db=-2\sigma_c/b$,

$$
\frac{dU}{db}=-\frac h{\bar E}\left[(\sigma-\sigma_c)^2+4\sigma_c(\sigma-\sigma_c)\right].
$$

The energy released per new area at each edge is half of $-dU/db$:

$$
\mathcal G=\frac{h}{2\bar E}(\sigma-\sigma_c)(\sigma+3\sigma_c). \tag{16}
$$

It vanishes at onset, so buckling precedes delamination driven by this mechanism. For a very wide strip, $\sigma_c\to0$ and $\mathcal G\to h\sigma^2/(2\bar E)$, the energy stored per area that relaxation along $x$ can release.

## A hard carbon coating

Take rough values for a diamond-like carbon coating on silicon: $E=200$ GPa, $\nu=0.25$, $h=200$ nm, and equal biaxial compression of 1 GPa. The debond has half-width $b=5$ μm. Equation (2) gives $\bar E=213.3$ GPa, and

$$
\sigma_c=\frac{\pi^2}{12}(213.3\ \text{GPa})\left(\frac{0.2}{5}\right)^2
=0.281\ \text{GPa}=281\ \text{MPa}.
$$

The film stress is 3.56 times this threshold. Solving (8) for the half-width at which 1 GPa just reaches the straight threshold gives

$$
b_c=\pi h\sqrt{\frac{\bar E}{12\sigma}}
=\pi(0.2\ \text{μm})\sqrt{\frac{213.3}{12}}=2.65\ \text{μm}.
$$

For the 5 μm debond, the straight solution has

$$
\delta=(200\ \text{nm})\sqrt{\tfrac43(3.562-1)}=370\ \text{nm},
$$

and (16) gives $\mathcal G=0.62$ J/m². If the interface resists with less than this under the same crack-tip loading, the debond widens and the assumption of fixed $b$ fails. At fixed $\sigma$, (16) is largest when $\sigma=3\sigma_c$, here at $b=4.6$ μm; beyond that it falls with width toward $h\sigma^2/(2\bar E)=0.47$ J/m². Direct minimization of (4) over both $u$ and $w$ gave the same height and, by differencing the energy in $b$, the same release rate to the digits quoted.

## Size of the neglected effects

**Corrugation.** With equal biaxial stress and a gap below the film, the first threshold is 264 MPa, with a wavelength of 26 μm along the strip. The height in (14) belongs to the straight family; its stability against corrugation at 1 GPa has not been established here.

**Edge rotation.** A real edge is not a perfect clamp: the bonded film is held only on its underside and deforms near the edge even on a rigid substrate, and a real substrate yields as well. Let the edge turn by $w'(b)=-aw''(b)$, where $a$ is a compliance length. The even solution then gives $\tan qb=-aq$. Assuming $a=h$, the straight threshold falls by a factor 0.925, to 260 MPa. For $a\ll b$, expansion about $qb=\pi$ gives the factor $1-2a/b$. For $a\to\infty$ the edges are hinged, $qb=\pi/2$, and the threshold is one quarter of (8). The value $a=h$ only sets an order of magnitude; it is not derived for silicon. Silicon is no stiffer than this film, so the edges also shift in the plane as the strip relaxes. Equations (14)–(16) omit both motions, so the 370 nm and 0.62 J/m² above are rigid-clamp values, and compliant edges raise them.

**Transverse shear.** Let the film's normal turn by $\psi$ rather than $w'$, with shear stiffness $S=5\mu h/6$ and $\mu=E/[2(1+\nu)]$. For the symmetric mode, force and moment balance read

$$
S(w'-\psi)=\sigma hw',\qquad D\psi''+S(w'-\psi)=0 .
$$

The first gives $\psi=(1-\sigma h/S)w'$. The second then has the lowest clamped solution when $\sigma h=(\pi^2D/b^2)(1-\sigma h/S)$. The threshold is multiplied by $[1+\pi^2D/(Sb^2)]^{-1}=0.996$, a reduction of 0.4%.

**Pressure.** If the gap is evacuated, atmospheric pressure $p$ presses the film down. Without film stress, $Dw''''=p$ (here with $w$ counted downward) has the clamped solution $w=p(b^2-x^2)^2/(24D)$. Its central value is 19 nm, about 9% of $h$. Compression in the film enlarges this deflection, and in the linear plate equation it grows without bound as $\sigma$ approaches $\sigma_c$. If the substrate prevents this motion, pressure adds an energy cost linear in upward deflection. The flat film then needs a finite disturbance to buckle, even above $\sigma_c$. Keeping shape (7), pressure adds $pb\delta$ to (5). In this one-shape estimate a buckled state exists only above about $1.35\,\sigma_c$, and at 1 GPa the barrier lies near $\delta=4pb^2/[\pi^2h(\sigma-\sigma_c)]=7$ nm.

**Slope and fracture.** The largest slope of the straight buckle is $\pi\delta/(2b)=0.116$; its square, about 0.013, measures the small-slope approximation. The largest surface bending stress is $\bar Eh\pi^2\delta/(4b^2)=1.56$ GPa. Subtracting the remaining compression leaves a tension of 1.28 GPa on the convex surface. A film weaker than this would crack before reaching the calculated shape.

The stress and modulus used here are assumed values. Both depend on how a coating is made, and (8) is proportional to the modulus, so a real coating needs measured ones. For the unpressurized film, the largest threshold shifts found in this example come from edge rotation with the assumed $a=h$ and from corrugation over a gap: reductions of about 8% and 6%, each taken separately. Uncertainty in geometry can matter more: at fixed $h$ and $E$, a debond 10% wider has a threshold about 17% lower. The length $b_c$ is therefore an estimate for a flat, initially unpressurized film with the assumed stress and modulus. For that film, edge rotation and corrugation, with or without a gap, both make the width at which buckling starts smaller than $b_c$. The computed values are collected in the numerical output below.

## Computed values

```
Young modulus E: 200 GPa
Poisson ratio: 0.25 (no unit)
Film thickness h: 200 nm
Debond half-width b: 5.0 um
Biaxial film compression: 1.00 GPa
Plane-strain modulus: 213.3 GPa
Bending stiffness D: 1.4222e-10 J
Ritz load, straight mode: 9.869604 D/b^2
pi squared: 9.869604 (no unit)
Ritz load, first odd mode: 20.1907 D/b^2
First odd root q*b: 4.4934 (no unit)
Straight buckling stress: 280.7 MPa
Straight buckling stress: 0.2807 GPa
Buckling strain sigma_c/E_bar: 0.132 %
Film stress / sigma_c: 3.562 (no unit)
Critical half-width at film stress: 2.649 um
Limit of stress ratio r, numeric: 0.6669 (no unit)
Corrugated/straight threshold, r=1: 0.9393
Corrugated threshold: 263.7 MPa
Corrugation k*b: 1.200 (no unit)
Corrugation wavelength: 26.19 um
Assumed edge compliance length: 200 nm
Threshold factor, edge rotation: 0.9249
Threshold with edge rotation: 259.7 MPa
Threshold factor, transverse shear: 0.99581
Atmospheric pressure: 101.3 kPa
Pressure deflection, no stress: 18.6 nm
Straight buckle height, formula: 369.7 nm
Straight buckle height, minimized: 369.7 nm
Remaining compression, minimized: 280.7 MPa
Largest slope of buckle: 0.1161 (no unit)
Surface bending stress: 1.557 GPa
Peak surface tension: 1.276 GPa
Energy release rate, formula: 0.6211 J/m^2
Energy release rate, numeric: 0.6211 J/m^2
```
